# Vacancy formation energy: pair potentials versus many-body bonding

Take one atom out of the interior of a crystal. If it is carried far away, the work done is the cost of removing it. In a solid that makes its own vacancies, however, the atom does not leave: it settles elsewhere on the same crystal, for example at a surface, and regains part of that energy. The vacancy formation energy is what remains to be paid.

How large is it compared with the cohesive energy, the energy per atom needed to separate the crystal into free atoms? If atoms attract in independent pairs, the two are equal before the lattice relaxes. If each bond weakens as an atom acquires more neighbours, the vacancy is cheaper, often much cheaper. Two derivations show this. The first follows the atom; the second compares crystals with equal numbers of atoms.

## Conventions

A periodic cell of the perfect elemental crystal contains $N$ equivalent atoms and has energy $E(N)$. With one atom missing, the same cell has energy $E(N-1)$. All atoms are neutral and static, so zero-point and thermal energies are left out. The pressure is zero. Free atoms have zero energy, so the cohesive energy is

$$E_{\rm coh}=-\frac{E(N)}{N}>0 .$$

"Unrelaxed" means that the remaining atoms stay at their perfect-lattice positions. The formula to be derived is

$$E_v=E(N-1)-\frac{N-1}{N}E(N). \tag{1}$$

## First derivation: follow the atom

### Removal and return

Removing the atom to infinity costs

$$W=E(N-1)-E(N),$$

because the free atom has zero energy. The atom is then put back at a kink, the end of an unfinished row of atoms on a surface step. Adding an atom there moves the kink one place along and leaves its surroundings as they were.

Let each such addition change the energy by $\varepsilon_k$. Filling a layer of $M\times M$ atoms in this way changes the energy by $M^2\varepsilon_k$, apart from the first few rows, whose number is set by the range of the interactions, and the starts and ends of the other rows. The number of atoms involved in these exceptions is proportional to $M$. The completed layer leaves the surface as it was and adds $M^2$ bulk atoms, with energy $M^2E(N)/N$. Dividing by $M^2$ and letting $M$ grow gives

$$\varepsilon_k=\frac{E(N)}{N}=-E_{\rm coh}.$$

This assumes one atom per primitive cell and interactions of finite range. If the primitive cell holds several atoms, $\varepsilon_k$ is the average over one repeating group of additions.

The two steps together give

$$E_v=W+\varepsilon_k=E(N-1)-E(N)+\frac{E(N)}{N},$$

and $-1+1/N=-(N-1)/N$ turns this into equation (1). The crystal has gained one lattice site, so its volume has grown, but at zero pressure this involves no work.

### Pair potential

Let the energy be a sum of $\phi(r)$ over pairs, and let $S$ be the sum of $\phi$ over all neighbours of one atom. Each pair is shared by two atoms, so

$$\frac{E(N)}{N}=\frac{S}{2},\qquad E_{\rm coh}=-\frac{S}{2}.$$

Removing an atom destroys all its pairs, not half of them. For an isolated vacancy, $W=-S=2E_{\rm coh}$. The return to the kink gives back $E_{\rm coh}$, so

$$E_v=-S+\frac{S}{2}=-\frac{S}{2}=E_{\rm coh}. \tag{2}$$

The shape of $\phi$ has not been used, and its range only has to be finite, as the kink argument assumed.

In a periodic cell, the images of the atom are removed too. Let $\mathbf L$ run over the nonzero translation vectors of the cell. The sum $S$ for each missing atom counts a pair of missing atoms twice, although that pair is lost once. The excess per cell is $\frac12\sum_{\mathbf L}\phi(|\mathbf L|)$. The energy lost is therefore $S$ minus this excess, and

$$E_v=E_{\rm coh}+\frac12\sum_{\mathbf L\neq0}\phi(|\mathbf L|). \tag{3}$$

The extra term is the interaction between vacancies. It vanishes once the shortest $\mathbf L$ exceeds the range of $\phi$.

### Bonding that depends on the surroundings

A simple many-body model follows from electrons hopping between atomic orbitals. Put one $s$ orbital on each atom, at energy zero, with a hopping element of magnitude $t$ to each of $Z$ nearest neighbours. The local density of states of atom $i$ weights each level $\varepsilon_n$ by $|c_{in}|^2$, the share of that state on the atom. Its mean is $H_{ii}=0$, and its second moment is

$$\sum_n |c_{in}|^2\varepsilon_n^2=(H^2)_{ii}=\sum_jH_{ij}H_{ji}=Zt^2 .$$

Its width is therefore $w=\sqrt Z\,t$. Now assume that atoms with different $Z$ have densities of states of the same shape, $n(\varepsilon)=\nu(\varepsilon/w)/w$, and the same filling. With $x=\varepsilon/w$, the energy of the occupied states is

$$2\int_{\rm occ}\varepsilon\,n(\varepsilon)\,d\varepsilon
=2w\int_{\rm occ}x\,\nu(x)\,dx .$$

The last integral is a fixed negative number, so the bond energy of an atom is proportional to $\sqrt Z\,t$. This is the second-moment approximation. The equal shape is an assumption, examined below with actual electron states.

Add a repulsive energy $\phi>0$ for each nearest-neighbour pair. At fixed distance, an atom with $Z$ neighbours has energy

$$e(Z)=\frac Z2\phi-\beta\sqrt Z, \tag{4}$$

where $\beta$ is proportional to $t$. For a bulk atom write $R=Z\phi/2$ and $B=\beta\sqrt Z$, so that $E_{\rm coh}=B-R$.

Removing the atom has three effects on the energy:

- its own bond energy is lost, which costs $B$;
- its $Z$ repulsive pairs disappear, which changes the energy by $-Z\phi=-2R$;
- each of its $Z$ neighbours drops to coordination $Z-1$, which costs $\beta(\sqrt Z-\sqrt{Z-1})$ per neighbour.

The last cost, summed over neighbours, is

$$Z\beta\left(\sqrt Z-\sqrt{Z-1}\right)=g_ZB,\qquad
g_Z=Z\left(1-\sqrt{1-\frac1Z}\right).$$

Hence $W=(1+g_Z)B-2R$. Returning the atom to a kink changes the energy by $-(B-R)$, and

$$E_v=g_ZB-R. \tag{5}$$

### Zero pressure fixes the repulsion

Let $d$ be the equilibrium nearest-neighbour distance. When all distances are scaled to $r$, take

$$B(r)=B\,e^{-q(r/d-1)},\qquad R(r)=R\,e^{-p(r/d-1)} .$$

The energy per atom is $R(r)-B(r)$. Its derivative at $r=d$ must vanish:

$$\frac{-pR+qB}{d}=0\quad\Longrightarrow\quad R=\frac qp\,B.$$

The second derivative is $(p^2R-q^2B)/d^2=qB(p-q)/d^2$, so this is a minimum if $p>q$. With $s=q/p$,

$$E_{\rm coh}=(1-s)B,\qquad E_v=(g_Z-s)B,$$

$$\frac{E_v}{E_{\rm coh}}=\frac{g_Z-s}{1-s}=1-\frac{1-g_Z}{1-s}. \tag{6}$$

Expanding $\sqrt{1-x}=1-x/2-x^2/8-\dots$ with $x=1/Z$ gives

$$g_Z=\frac12+\frac1{8Z}+\dots$$

With many neighbours and no repulsion, the vacancy thus costs about half the cohesive energy. Repulsion lowers the ratio further, because the same $R$ is subtracted from both $g_ZB$ and the larger quantity $B$. At the other extreme, $Z=1$ gives $g_1=1$ and the ratio is one: an atom with a single bond has no other bond to strengthen when that one is lost.

## Second derivation: compare equal numbers of atoms

### The formula without a surface

Take $N$ cells that each contain a vacancy. Together they hold $N(N-1)$ atoms, as many as $N-1$ perfect cells. The first collection contains $N$ vacancies and the second none, so the energy per vacancy is

$$E_v=\frac{N\,E(N-1)-(N-1)\,E(N)}{N}
=E(N-1)-\frac{N-1}{N}E(N).$$

This is equation (1) again, with no free atom, surface or kink. The volumes differ by one cell, or one atomic site per vacancy, which again costs no work at zero pressure. The choice of energy zero also drops out: adding a constant $c$ per atom changes the two terms by $(N-1)c$ and $-(N-1)c$.

### Only the neighbours have changed

Suppose the total energy is a sum of atomic energies $e(Z)$ that depend on the number of nearest neighbours, all at distance $d$. In a cell so large that no atom borders two vacancies, $Z$ atoms have $Z-1$ neighbours and the other $N-1-Z$ atoms are unaffected:

$$E(N-1)=(N-1-Z)\,e(Z)+Z\,e(Z-1).$$

The reference energy is $(N-1)E(N)/N=(N-1)e(Z)$. Subtracting it leaves

$$E_v=Z\left[e(Z-1)-e(Z)\right]. \tag{7}$$

The vacancy energy is thus carried by the atoms around the hole. For nearest-neighbour pairs, $e(Z)=Z\phi/2$ with $\phi<0$, and (7) gives $-Z\phi/2=E_{\rm coh}$, in agreement with (2). For the second-moment energy (4),

$$E_v=Z\left[-\frac\phi2+\beta\left(\sqrt Z-\sqrt{Z-1}\right)\right]=-R+g_ZB,$$

which is (5). The zero-pressure condition then leads to (6) as before.

### Why saturation lowers the energy

Equation (7) also gives a result that does not depend on the square root. Let $b(Z)=-e(Z)$ be the binding energy of an atom at fixed distance, with $b(0)=0$. Bonding saturates if each further neighbour adds no more binding than the one before, that is, if the increments $b(k)-b(k-1)$ do not increase with $k$. Then the last increment is the smallest, and

$$b(Z)=\sum_{k=1}^{Z}\left[b(k)-b(k-1)\right]\ \ge\ Z\left[b(Z)-b(Z-1)\right].$$

The left side is $E_{\rm coh}$ and the right side is $E_v$, so $E_v\le E_{\rm coh}$. Equality holds when all increments are equal, as they are for pairs. The cohesive energy measures the average value of a neighbour, while the vacancy energy measures the value of the last one.

The inequality does not say how far below $E_{\rm coh}$ the vacancy energy lies. That depends on how strongly the bonding saturates and, in (6), on $s$.

## A model crystal, treated both ways

Take a face-centred cubic crystal, so $Z=12$, with $d=5$ bohr and $E_{\rm coh}=0.12$ hartree (3.265 eV). These are round model parameters. Two models are fitted to them: a Lennard-Jones pair potential cut off at $3.2d$, and the second-moment model with $p=10$ and $q=2.5$.

For the pair potential, an explicit 108-atom cell gives $W=0.24000$ hartree and, unrelaxed,

$$E_v=0.24000-0.12000=0.12000\ \text{hartree}.$$

In a 32-atom cell the vacancies still interact. The image term in (3) is $-0.000197$ hartree, and the explicit calculation gives $0.119803$ hartree, as it should.

For the second-moment model, $s=0.25$, so

$$B=\frac{0.12}{1-0.25}=0.16\ \text{hartree},\qquad R=0.25\times0.16=0.04\ \text{hartree}.$$

With $g_{12}=0.51087$,

$$E_v=0.51087\times0.16-0.04=0.04174\ \text{hartree}=1.136\ \text{eV}.$$

This is 0.348 of the cohesive energy. Removal to infinity costs $W=0.16174$ hartree, well below the pair value of 0.24 hartree, although both crystals have the same cohesive energy. Return to a kink releases 0.12 hartree in both models, so the whole difference in $E_v$ arises at the hole.

The ratio depends on the parameters. It is 0.389 for $s=0.2$ and 0.266 for $s=1/3$. For $s=0.55$ it is $-0.087$. By (6), the unrelaxed $E_v$ is negative whenever $s>g_Z$, even though the crystal is at a minimum with respect to uniform expansion as long as $s<1$. Such a crystal would lower its energy by forming vacancies, so these parameters do not describe a stable solid. In fact it fails earlier in another way. Under a volume-conserving shear each bond acts as a spring of stiffness $2qB(p-2q)/(Zd^2)$, which is negative for $s>1/2$. Since $g_{12}>1/2$, the face-centred cubic crystal is already unstable to shear before $E_v$ changes sign, and for every $s<1/2$ the unrelaxed ratio stays above 0.02.

### Relaxation

Letting the atoms move can only lower $E(N-1)$, and hence $E_v$, since the unrelaxed positions remain available. If the pair potential acts between nearest neighbours alone, every bond already sits at the minimum of $\phi$. No displacement on that bond network can then lower the energy, and $E_v=E_{\rm coh}$ survives relaxation. In the 108-atom cell, with the cell and the list of interacting pairs held fixed, the longer-ranged Lennard-Jones model relaxes to 0.1185 hartree, about 1.2% below $E_{\rm coh}$.

The second-moment model relaxes from 0.04174 to 0.04157 hartree (1.131 eV) in a 256-atom cell, with the neighbours of the vacancy moving inward by about 0.3% of $d$. The cell shape and the list of bonded pairs were held fixed. The last digit depends on the cell: a 2048-atom cell gives 0.04155 hartree, and letting the volume of the 256-atom cell relax gives 0.04154.

The inward direction follows from the forces before relaxation. In the perfect crystal at zero pressure, each bond is free of force. An atom that has lost a neighbour attracts its remaining neighbours more strongly, because the slope of $\sqrt Z$ is larger at smaller $Z$. Let this add a tension $\tau$ to each of its bonds. Consider an atom next to the vacancy:

- Its own extra tension acts along 11 bonds. The 12 bond directions of a complete shell sum to zero, so these 11 sum to a unit vector pointing away from the vacancy. The force is $\tau$ outward.
- Four of its neighbours also border the vacancy and add their own tension $\tau$ to the shared bonds. Each of these bonds has an inward component of $1/2$. The force is $4\times\tau/2=2\tau$ inward.

The net force is $\tau$ inward.

## Does the square root describe real electron states?

The second-moment argument replaces the density of states by its width. To see what this costs, consider the $s$ band itself on a simple cubic lattice, $Z=6$, with one electron per atom and no repulsion. Its energy is found by diagonalizing the hopping matrix with and without a vacancy and inserting the results in (1). No division into atomic energies is needed.

The half-filled band keeps every atom neutral. The lattice splits into two sublattices, with hopping only from one to the other. Reversing the sign of a state on one sublattice turns energy $\varepsilon$ into $-\varepsilon$ and leaves every $|c_{in}|^2$ unchanged. States below and above zero therefore have equal weight on each atom. With the lower states doubly occupied and zero-energy states half filled, each atom holds one electron, next to the vacancy as well.

To reduce finite-size scatter, each energy is averaged over the eight combinations of periodic and antiperiodic boundary conditions along the three axes. For 216 sites the ratio of $E_v$ to the bond energy per atom is 0.456. For 1000 sites the bond energy is $2.003\,t$ per atom and $E_v=0.952\,t$, a ratio of 0.475. For 512 sites the ratio is 0.477. The third digit is not converged in these cells: for an isolated vacancy in the infinite lattice, the lattice Green's function gives $E_v=0.957\,t$ and a ratio of about 0.478. The second-moment value is $g_6=0.523$, about 10% above the 1000-site ratio. A pair potential would give 1. In this band, then, the square root captures most of the reduction in the total but not its precise size. The total also hides a partial cancellation. Assign each atom the bond energy of its local density of states. In the 512-site cell the six neighbours of the vacancy then lose about 0.57 of a bulk atom's bond energy, more than $g_6$, while the more distant atoms, which the second-moment model leaves unchanged, gain about 0.09.

## What each derivation assumes

Both derivations of (1) need a neutral defect, zero pressure and an energy proportional to the amount of bulk crystal. Neither needs a particular model of bonding, so (1) can be used with any method that supplies total energies. The first also requires a surface on which growth repeats itself. In return it separates the removal energy $W$ from the energy regained, and shows why $W$ is not the formation energy. The second needs no surface, but it gives only the balance between the two crystals.

They differ more in how the energy is then evaluated. Counting lost pairs in the first derivation proves $E_v=E_{\rm coh}$ for pair potentials of any shape and finite range. Equation (7) in the second is restricted to unrelaxed atoms whose energy depends on nearest-neighbour coordination, but it covers every such law at once and identifies saturation as the reason for a low vacancy energy.

The equivalence of the atoms matters for the pair result. If site $i$ has its own neighbour sum $S_i$, and $\bar S$ is the average over sites, the same counting gives $E_v=-S_i+\bar S/2$. This equals $E_{\rm coh}=-\bar S/2$ only when $S_i=\bar S$.

The numerical check builds the face-centred cubic cells explicitly and compares their unrelaxed energies with equations (2), (3) and (6).

## Calculated quantities

```
Nearest-neighbour distance: 5.00 bohr
Cohesive energy, both models: 0.12000 hartree
Cohesive energy, both models: 3.265 eV
PAIR MODEL (Lennard-Jones, fcc)
Interaction cutoff / spacing: 3.20
Atoms in perfect cell: 108
Bare removal energy E(N-1)-E(N): 0.24000 hartree
Unrelaxed Ev: 0.12000 hartree
Relaxed Ev: 0.11853 hartree
Relaxed Ev / Ecoh: 0.9877
Unrelaxed Ev, 32-atom cell: 0.119803 hartree
Image term, 32-atom cell: -0.000197 hartree
Nearest-neighbour-only pair Ev: 0.12000 hartree
Its largest force component: 0.0e+00 hartree/bohr
SECOND-MOMENT MODEL (fcc)
p: 10.0
q: 2.5
Bond energy B per atom: 0.16000 hartree
Repulsion R per atom: 0.04000 hartree
g for Z=12: 0.51087
Bare removal energy E(N-1)-E(N): 0.16174 hartree
Unrelaxed Ev: 0.04174 hartree
Unrelaxed Ev: 1.136 eV
Unrelaxed Ev / Ecoh: 0.3478
Relaxed Ev, N=108: 0.04159 hartree
Outward neighbour shift, N=108: -0.249 % of spacing
Relaxed Ev, N=256: 0.04157 hartree
Outward neighbour shift, N=256: -0.280 % of spacing
Relaxed Ev, larger cell: 1.131 eV
Relaxed Ev / Ecoh, larger cell: 0.3464
Unrelaxed Ev / Ecoh at q/p=0.200: 0.3886
Unrelaxed Ev / Ecoh at q/p=0.250: 0.3478
Unrelaxed Ev / Ecoh at q/p=0.333: 0.2663
Unrelaxed Ev / Ecoh at q/p=0.550: -0.0869
KINK SITE
Neighbours of the added atom: 6
Energy released, pair model: 0.12000 hartree
Energy released, second-moment model: 0.12000 hartree
TIGHT-BINDING BAND (simple cubic, half filled)
N=216: bond energy 1.9937 t, Ev 0.9090 t, ratio 0.4559
N=512: bond energy 2.0015 t, Ev 0.9538 t, ratio 0.4766
N=1000: bond energy 2.0030 t, Ev 0.9519 t, ratio 0.4752
Second-moment ratio g for Z=6: 0.5228
Largest deviation from neutrality: 1.1e-15 electrons
```
